# Threshold energies for electron and muon pairs on targets at rest: a numerical check

```python
"""Threshold energies in the laboratory frame, target free and at rest (c = 1).

Result under test, with m = electron, mu = muon, M = nuclear mass:
  photon + nucleus -> nucleus + e- e+ : k = 2 m (1 + m/M)
  photon + electron -> e- + e- e+     : k = 4 m
  positron + electron -> mu+ mu-      : E = 2 mu^2/m - m   (total energy)
Independent road: minimize the final kinetic energy over all 3D momenta with
the right total, and find where the available energy just suffices.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq, minimize


def mass_mev(name):
    return physical_constants[name + " mass energy equivalent in MeV"][0]


def least_kinetic(total_momentum, masses):
    """Least kinetic energy, and its momenta, at fixed total momentum along z."""
    masses = np.asarray(masses, dtype=float)
    count = len(masses)
    scale = np.array([1.0, 1.0, total_momentum])
    total = np.array([0.0, 0.0, total_momentum])

    def all_momenta(u):
        free = u.reshape(count - 1, 3) * scale
        return np.vstack([free, total - free.sum(axis=0)])

    def kinetic_and_gradient(u):
        p = all_momenta(u)
        p2 = (p**2).sum(axis=1)
        energy = np.sqrt(p2 + masses**2)
        velocity = p / energy[:, None]
        gradient = (velocity[:-1] - velocity[-1]) * scale
        return (p2 / (energy + masses)).sum(), gradient.ravel()

    start = np.linspace(0.1, 0.4, 3 * (count - 1))
    found = minimize(kinetic_and_gradient, start, jac=True, method="BFGS",
                     options={"gtol": 1e-10})
    return found.fun, all_momenta(found.x)


def search_threshold(projectile, target, final, low, high):
    """Threshold total energy and final momenta from the direct search."""
    def missing_energy(p):
        available = np.hypot(p, projectile) + target - sum(final)
        return least_kinetic(p, final)[0] - available

    p = brentq(missing_energy, low, high, xtol=1e-12)
    momenta = least_kinetic(p, final)[1]
    # At threshold all final particles must share one velocity along z.
    shared = np.array(final) * p / sum(final)
    assert np.allclose(momenta[:, 2], shared, rtol=1e-3)
    assert np.allclose(momenta[:, :2], 0.0, atol=1e-3)
    return np.hypot(p, projectile), momenta


def invariant_threshold(projectile, target, final):
    return (sum(final)**2 - projectile**2 - target**2) / (2 * target)


m = mass_mev("electron")
mu = mass_mev("muon")
print(f"electron mass m = {m:.6f} MeV")
print(f"muon mass mu = {mu:.5f} MeV")
print(f"pair rest energy 2m = {2*m:.6f} MeV")

# A lone photon can never supply the energy of a pair with its own momentum.
for k in (1.0, 5.0, 50.0):
    pair_energy = least_kinetic(k, [1.0, 1.0])[0] + 2.0
    assert pair_energy > k
    assert np.isclose(pair_energy, np.hypot(k, 2.0), rtol=1e-9)

# Photon on a nucleus; the search works in units of m.
for label, name in (("proton", "proton"), ("helium-4 nucleus", "alpha particle")):
    M = mass_mev(name)
    ratio = M / m
    final = [1.0, 1.0, ratio]
    k_search, momenta = search_threshold(0.0, ratio, final, 1.0, 10.0)
    k_formula = 2 * m * (1 + m / M)
    # Testing the excess over 2m makes the small recoil term count.
    assert np.isclose((k_search - 2) * m, 2 * m**2 / M, rtol=1e-5)
    assert np.isclose(invariant_threshold(0.0, M, [m, m, M]), k_formula, rtol=1e-10)
    p2 = (momenta**2).sum(axis=1)
    masses = np.array(final)
    kinetic = m * p2 / (np.sqrt(p2 + masses**2) + masses)
    assert np.isclose(kinetic[2], 2 * m**2 / (M + 2 * m), rtol=1e-4)
    assert np.isclose(kinetic[:2].sum(), 4 * m**3 / (M * (M + 2 * m)), rtol=1e-3)
    print(f"{label}: mass M = {M:.3f} MeV")
    print(f"{label}: threshold k = {k_formula:.6f} MeV")
    print(f"{label}: threshold from search = {k_search*m:.6f} MeV")
    print(f"{label}: excess over 2m = {(k_formula - 2*m)*1e3:.4f} keV")
    print(f"{label}: recoil kinetic energy = {kinetic[2]*1e3:.4f} keV")
    print(f"{label}: pair kinetic energy = {kinetic[:2].sum()*1e6:.4f} eV")

# Photon on a free electron, in units of m.
k_search, momenta = search_threshold(0.0, 1.0, [1.0, 1.0, 1.0], 1.0, 10.0)
assert np.isclose(k_search, 4.0, rtol=1e-8)
energies = np.sqrt((momenta**2).sum(axis=1) + 1.0)
assert np.allclose(energies, 5 / 3, rtol=1e-4)
assert np.allclose(momenta[:, 2] / energies, 4 / 5, rtol=1e-4)
print(f"electron target: threshold 4m = {4*m:.6f} MeV")
print(f"electron target: threshold from search, k/m = {k_search:.6f}")
print(f"electron target: energy of each particle / m = {energies[0]:.4f}")
print(f"electron target: momentum of each particle / m = {momenta[0, 2]:.4f}")
print(f"electron target: common velocity / c = {momenta[0, 2]/energies[0]:.4f}")

# Positron on an electron at rest to a muon pair, in units of mu.
light = m / mu
E_search, momenta = search_threshold(light, light, [1.0, 1.0], 50.0, 2000.0)
E_formula = 2 * mu**2 / m - m
assert np.isclose(E_search * mu, E_formula, rtol=1e-6)
muon_gammas = np.sqrt((momenta**2).sum(axis=1) + 1.0)
assert np.allclose(muon_gammas, mu / m, rtol=1e-4)
assert round(E_formula / 1e3, 1) == 43.7
print(f"muon pair: rest energy 2mu = {2*mu:.4f} MeV")
print(f"muon pair: positron total energy = {E_formula/1e3:.4f} GeV")
print(f"muon pair: threshold from search = {E_search*mu/1e3:.4f} GeV")
print(f"muon pair: positron kinetic energy = {(E_formula - m)/1e3:.4f} GeV")
print(f"muon pair: energy of each muon = {mu**2/m/1e3:.4f} GeV")
print(f"muon pair: gamma of each muon, mu/m = {mu/m:.3f}")
print(f"muon pair: positron energy / (2mu) = {E_formula/(2*mu):.3f}")

print("PASS")
```

Output:

```
electron mass m = 0.510999 MeV
muon mass mu = 105.65838 MeV
pair rest energy 2m = 1.021998 MeV
proton: mass M = 938.272 MeV
proton: threshold k = 1.022554 MeV
proton: threshold from search = 1.022554 MeV
proton: excess over 2m = 0.5566 keV
proton: recoil kinetic energy = 0.5560 keV
proton: pair kinetic energy = 0.6056 eV
helium-4 nucleus: mass M = 3727.379 MeV
helium-4 nucleus: threshold k = 1.022138 MeV
helium-4 nucleus: threshold from search = 1.022138 MeV
helium-4 nucleus: excess over 2m = 0.1401 keV
helium-4 nucleus: recoil kinetic energy = 0.1401 keV
helium-4 nucleus: pair kinetic energy = 0.0384 eV
electron target: threshold 4m = 2.043996 MeV
electron target: threshold from search, k/m = 4.000000
electron target: energy of each particle / m = 1.6667
electron target: momentum of each particle / m = 1.3333
electron target: common velocity / c = 0.8000
muon pair: rest energy 2mu = 211.3168 MeV
muon pair: positron total energy = 43.6931 GeV
muon pair: threshold from search = 43.6931 GeV
muon pair: positron kinetic energy = 43.6926 GeV
muon pair: energy of each muon = 21.8468 GeV
muon pair: gamma of each muon, mu/m = 206.768
muon pair: positron energy / (2mu) = 206.766
PASS
```
